# Bruggeman conductivity of a metal–dielectric mixture at metal fraction one third

**Question.** A metal with volume fraction \(f\) and a dielectric fill space as statistically equivalent, roughly spherical regions. Fields vary as \(e^{-i\omega t}\). In atomic units the complex conductivities, which include the displacement current, are

\[
\sigma_m=\sigma_0,\qquad \sigma_d=-\frac{i\omega\varepsilon}{4\pi}=-is\sigma_0,\qquad s=\frac{\omega\varepsilon}{4\pi\sigma_0}.
\]

Here \(\sigma_0\) is real and independent of frequency, and the dielectric, of relative permittivity \(\varepsilon\), has no loss. The regions are small enough for the field to be quasi-static, and the response is linear.

## Part (a)

**Find the field inside a sphere of conductivity \(\sigma_i\) embedded in a medium of conductivity \(\sigma\). Hence obtain Bruggeman's equation for the mixture.**

**Answer.** The total current is divergence-free, so the potential obeys Laplace's equation in each region. For a sphere of radius \(a\) in a distant uniform field \(E\),

\[
\phi_{\rm in}=-E_i r\cos\theta,\qquad
\phi_{\rm out}=-Er\cos\theta+\frac{b\cos\theta}{r^2}.
\]

Continuity of the potential at \(r=a\) gives \(b=(E-E_i)a^3\). Continuity of the normal current gives

\[
\sigma_iE_i=\sigma\left(E+\frac{2b}{a^3}\right)=\sigma(3E-2E_i),
\]

and therefore

\[
E_i=\frac{3\sigma}{\sigma_i+2\sigma}\,E .
\]

Bruggeman's theory is a mean-field theory: the surroundings of every region are replaced by the unknown effective medium \(\sigma\). The average field must equal the applied field:

\[
\sum_i f_i\frac{3\sigma}{\sigma_i+2\sigma}=1 .
\]

Since \(\sum_i f_i=1\), subtracting each side from 1 gives

\[
\sum_i f_i\frac{\sigma_i-\sigma}{\sigma_i+2\sigma}=0 .
\]

The average current is then also correct. Writing \(\sigma_i/(\sigma_i+2\sigma)=1-2\sigma/(\sigma_i+2\sigma)\),

\[
\sum_i f_i\sigma_i\frac{3\sigma}{\sigma_i+2\sigma}
=3\sigma-2\sigma\sum_i f_i\frac{3\sigma}{\sigma_i+2\sigma}
=3\sigma-2\sigma=\sigma .
\]

## Part (b)

**Reduce the equation to a quadratic. At \(f=1/3\), decide which root is physical.**

**Answer.** Multiplication by both denominators gives

\[
f(\sigma_m-\sigma)(\sigma_d+2\sigma)+(1-f)(\sigma_d-\sigma)(\sigma_m+2\sigma)=0 .
\]

The two products are

\[
\sigma_m\sigma_d+(2\sigma_m-\sigma_d)\sigma-2\sigma^2,
\qquad
\sigma_m\sigma_d+(2\sigma_d-\sigma_m)\sigma-2\sigma^2 .
\]

Weighting them by \(f\) and \(1-f\), and defining \(\Delta=3f-1\), we obtain

\[
2\sigma^2-\left[\Delta\sigma_m+(1-\Delta)\sigma_d\right]\sigma-\sigma_m\sigma_d=0 .
\]

At \(f=1/3\) the term \(\Delta\sigma_m\sigma\) vanishes:

\[
2\sigma^2-\sigma_d\sigma-\sigma_m\sigma_d=0 .
\]

The sum of the roots is \(\sigma_d/2\), which is imaginary, so their real parts are equal and opposite. They cannot both be zero: if \(\sigma=iy\) with real \(y\), the left side is \(-2y^2-s\sigma_0y+is\sigma_0^2\), whose imaginary part is nonzero. The mean absorbed power density is \(\tfrac12\operatorname{Re}\sigma\,|E|^2\), and a passive mixture cannot have a negative value. The physical root is the one with \(\operatorname{Re}\sigma>0\).

## Part (c)

**Find the magnitude and phase of \(\sigma\) at \(f=1/3\) for \(s\ll1\), with the first correction to each. Interpret the result.**

**Answer.** The quadratic formula gives

\[
\sigma=\frac{\sigma_d\pm\sqrt{\sigma_d^2+8\sigma_m\sigma_d}}{4}.
\]

Define, with principal square roots,

\[
\sigma_L=\sqrt{\frac{\sigma_m\sigma_d}{2}}=\sigma_0\sqrt{\frac{s}{2}}\,e^{-i\pi/4},
\qquad
y=\sqrt{\frac{\sigma_d}{8\sigma_m}}=\sqrt{\frac{s}{8}}\,e^{-i\pi/4}.
\]

Then \(\sigma_d/4=\sigma_Ly\) and \(\sqrt{8\sigma_m\sigma_d}/4=\sigma_L\). The plus sign gives

\[
\sigma=\sigma_L\left(y+\sqrt{1+y^2}\right)=\sigma_L e^{\operatorname{arsinh}y}.
\]

This is the passive root for every \(s>0\). Its real part comes from \(\sigma_L\sqrt{1+y^2}\), because \(\sigma_Ly\) is imaginary. Since \(1+y^2=1-is/8\), the phase of that term lies between \(-45^\circ\) and \(-90^\circ\).

As \(s\to0\), \(y\to0\), and the leading result is

\[
\boxed{\sigma\simeq\sqrt{\frac{\sigma_0\omega\varepsilon}{8\pi}}\;e^{-i\pi/4}}
\]

The magnitude is proportional to \(\sqrt{\omega}\) and the phase is \(-45^\circ\). For the correction, use \(\operatorname{arsinh}y=y-y^3/6+\dots\) and \(y=(1-i)\sqrt{s}/4\):

\[
|\sigma|=\sigma_0\sqrt{\frac{s}{2}}\left[1+\frac{\sqrt{s}}{4}+O(s)\right],
\qquad
\arg\sigma=-\frac{\pi}{4}-\frac{\sqrt{s}}{4}+O(s^{3/2}).
\]

With \(e^{-i\omega t}\), a negative phase of \(\sigma\) means that the current leads the field, here by one eighth of a cycle. With \(e^{+i\omega t}\) the same behaviour is written as \(+45^\circ\). The response is the geometric mean of a resistor and a capacitor, divided by \(\sqrt2\).

The effective permittivity follows from \(\operatorname{Im}\sigma=-\omega\varepsilon_{\rm eff}/4\pi\). At leading order

\[
\frac{\varepsilon_{\rm eff}}{\varepsilon}=\frac{|\operatorname{Im}\sigma|}{s\sigma_0}=\frac{1}{2\sqrt{s}},
\]

so it grows without limit as the frequency falls.

Iterating the mean-field condition numerically, without the quadratic, gives a phase of \(-45.01^\circ\) and a logarithmic slope of 0.5001 at \(s=10^{-6}\). At \(s=1\) they are \(-59.0^\circ\) and 0.632, so the square-root law no longer applies.

## Part (d)

**How is the law altered when \(f\) differs from one third?**

**Answer.** Fix \(\Delta\ne0\) and let \(s\to0\). One root tends to \(\Delta\sigma_0/2\). The other is small. Inserting \(\sigma=-\sigma_d/\Delta+c\) in the quadratic and keeping terms of order \(\sigma_d^2\) gives

\[
\Delta\sigma_0c=\frac{2\sigma_d^2}{\Delta^2}+\frac{(1-\Delta)\sigma_d^2}{\Delta},
\qquad
c=-\frac{s^2\sigma_0(2-\Delta)(1+\Delta)}{\Delta^3}.
\]

For a true mixture \(-1<\Delta<2\), so the small root has a positive real part when \(\Delta<0\) and a negative one when \(\Delta>0\). Passivity therefore selects

\[
\sigma\to\frac{\Delta\sigma_0}{2}\quad(\Delta>0),
\qquad
\sigma\to\frac{\sigma_d}{|\Delta|}\quad(\Delta<0).
\]

The mixture is a resistor above one third and a capacitor below it. The square-root law is the boundary between them.

The crossover occurs where \((\Delta\sigma_0)^2\) is comparable with \(|8\sigma_m\sigma_d|\), that is, at \(s\sim\Delta^2/8\). The law needs \(|\Delta|\ll\sqrt{8s}\ll1\). Inside that window, expansion of the root to first order in the linear coefficient gives

\[
\sigma\simeq\sigma_L+\frac{\sigma_d}{4}+\frac{\Delta\sigma_0}{4},
\qquad
\frac{\Delta\sigma_0}{4\sigma_L}=\frac{\Delta}{4\sqrt{s}}(1+i).
\]

The composition error shifts the phase by \(\Delta/(4\sqrt{s})\) radians.

## Part (e)

**Evaluate the result at 1 THz for an aluminium–alumina cermet film with \(\sigma_0=10^5\) S/cm and \(\varepsilon=9\). How accurately must the metal fraction be set?**

**Answer.** These are rough values. In SI units \(|\sigma_d|=\omega\varepsilon_0\varepsilon\), which is 5.007 S/cm here. Hence

\[
s=\frac{5.007}{10^5}=5.007\times10^{-5},
\qquad
|\sigma_L|=10^5\sqrt{\frac{5.007\times10^{-5}}{2}}\ \text{S/cm}\simeq500\ \text{S/cm}.
\]

This equals 0.0109 atomic units. The full Bruggeman root has magnitude 501 S/cm and phase \(-45.1^\circ\). The effective permittivity is \(355.1/5.007\simeq71\) times that of the dielectric.

The crossover offset in metal fraction is \(\sqrt{8s}/3=0.0067\). An excess of 0.0005 already moves the phase by \(3.0^\circ\) towards zero. At 1 GHz, with the other inputs fixed, \(s\) is 1000 times smaller and the crossover offset falls to about 0.0002.

## Part (f)

**Which neglected effects matter in such a film? Take 300 K, 10 nm grains, a 200 nm film and 1 nm oxide gaps.**

**Answer.** Start with the constituents. Because \(\sigma_L\propto\sqrt{\sigma_m\sigma_d}\), its phase is half the sum of their phases.

- **Metal relaxation.** For \(\sigma_m=\sigma_0/(1-i\omega\tau)\) the shift is about \(\omega\tau/2\). A rough electron density of 180 nm\(^{-3}\) and \(\tau=m\sigma_0/(ne^2)\) give \(\omega\tau=0.012\) and a shift of \(+0.35^\circ\).
- **Dielectric loss.** An assumed loss tangent of 0.01 gives half that angle, \(+0.29^\circ\).

For **tunnelling**, take a WKB transmission \(e^{-2d\sqrt{\kappa^2+k^2}}\) through a gap \(d\), where \(k\) is the wave number along the barrier and \(\kappa\) is the decay constant at \(k=0\). Summing over \(k\) and two spins, with \(u=\sqrt{\kappa^2+k^2}\), gives the conductance per area

\[
\frac{G}{A}=\frac{e^2}{\pi h}\int_\kappa^\infty u\,e^{-2du}\,du
=\frac{e^2}{h}\,\frac{1+2\kappa d}{4\pi d^2}\,e^{-2\kappa d}.
\]

The gap conductivity is \(d\,G/A\). A 1 nm gap represents the narrower contacts: 10 nm spheres at \(f=1/3\) are 1.6 nm apart on a simple cubic lattice and 3 nm apart on an fcc lattice. For a rough 2 eV barrier and the free-electron mass it is \(5\times10^{-5}\) of the displacement conductivity at 1 nm. The two become equal near 0.32 nm, an atomic distance at which this estimate is itself doubtful. Three omitted effects would increase tunnelling. The first is the effective mass in the oxide, which is below the free-electron value: in the same formula a mass of \(0.4m\) raises the ratio at 1 nm to \(7\times10^{-3}\) and moves the gap of equality to 0.46 nm, and \(0.25m\) gives \(4\times10^{-2}\) and 0.55 nm. Tunnelling through such gaps can therefore rival the assumed loss tangent. The other two are the prefactor of the transmission, which about doubles the free-mass result at 1 nm for a rectangular barrier, and image-force lowering of the barrier. The charging energy of a grain alone in alumina is 16 meV. Neighbouring grains lower it, but it remains a sizeable fraction of \(k_BT=26\) meV, so a treatment of tunnelling should include charging.

The remaining scales support a local, quasi-static and linear description, with reservations about heating and the mean free path:

- The estimated level spacing of a grain is 0.08 meV, against a photon energy of 4.1 meV.
- The skin depth in the metal is 159 nm, and the field decays over about 4.2 µm in a composite with Bruggeman's conductivity. Both exceed the grain size, and the latter also exceeds the film thickness.
- A drive of 0.001 MV/cm gives roughly 0.01 MV/cm in a 1 nm gap. Disorder raises the local field further: in random bond networks of the kind described below, 14 bonds on a side, the largest drop across a dielectric bond is five to six times the root-mean-square one. Allowing a factor of ten gives 0.1 MV/cm, well below alumina breakdown, which is roughly several MV/cm. Heating is a stricter limit: with Bruggeman's conductivity the absorbed power \(\tfrac12\operatorname{Re}\sigma\,|E|^2\) is about \(2\times10^{14}\) W/m³, which would warm the film by tens of kelvin per microsecond if no heat escaped. This drive is therefore suitable only for short pulses.
- The mean free path, 4 nm, is comparable with the grain radius, so a local conductivity inside a grain is a rough approximation.

The largest error found here comes from the **mean-field assumption**. Consider a cubic network of random bonds in an effective network of bond conductance \(g\). Current injected at one node and removed at its neighbour sends \(1/6+1/6=1/3\) of itself through their common bond, so the conductance between the nodes is \(3g\). If that bond is changed to \(g_i\), its voltage obeys

\[
V_i=V-\frac{(g_i-g)V_i}{3g},\qquad V_i=\frac{3g}{g_i+2g}V .
\]

This is the sphere factor of part (a), so the network has the same effective-medium equation.

Kirchhoff's equations were solved for 16 periodic networks, nine bonds on a side, with one third of the bonds metallic. At \(s=1\) the mean conductivity agrees with Bruggeman's to within a few tenths of a percent. At the film's \(s\) it is \((0.043\pm0.003)\sigma_0\), the uncertainty being the standard error, against Bruggeman's \(0.0050\,\sigma_0\). Its phase is \(-0.5^\circ\). The quoted error covers sampling only: other ensembles of this small size give up to \(0.049\,\sigma_0\), while networks 16 to 32 bonds on a side give \(0.043\)–\(0.045\,\sigma_0\).

When \(s\) is reduced a hundredfold, the network magnitude is unchanged to three decimals, while Bruggeman's falls tenfold. Conduction that survives as the dielectric bonds are turned off must run through connected metal. These networks are thus already above their conduction threshold at one third.

For a real film, it is also doubtful that metal and dielectric regions are geometrically equivalent. Oxide-coated grains may have no metallic path at this composition, while other structures may conduct well. In the network the change is from about 500 to 4300 S/cm; that factor belongs to this geometry and is not a prediction for a cermet. The chosen \(\sigma_0\) is also below that of bulk aluminium, roughly \(4\times10^5\) S/cm. Using the bulk value would double \(|\sigma_L|\), since it varies as \(\sqrt{\sigma_0}\). A measured \(45^\circ\) phase at metal fraction one third should therefore not be expected without evidence about the film's microstructure.

## Computed results

```
BRUGGEMAN THEORY AT METAL FRACTION 1/3
s | |sigma|/sigma0 | log slope | phase (deg)
1e-06 | 0.000707 | 0.5001 | -45.014
1e-04 | 0.007089 | 0.5013 | -45.143
1e-02 | 0.072501 | 0.5125 | -46.432
1e+00 | 0.912399 | 0.6321 | -59.010
Static sigma/sigma0 at metal fraction 0.4: 0.1000
|sigma/sigma_d| at metal fraction 0.3: 10.000
EXAMPLE: ALUMINIUM-ALUMINA CERMET, ROUGH INPUTS
Grain conductivity: 1.0e+05 S/cm
Relative permittivity: 9.0; frequency: 1.0 THz
Temperature: 300 K; film thickness: 200 nm
Grain diameter: 10 nm; oxide gap: 1.0 nm
Displacement conductivity: 5.007 S/cm
Ratio s: 5.0069e-05
Leading-law |sigma|: 500.3 S/cm = 1.0877e-02 a.u.
Full Bruggeman |sigma|: 501.2 S/cm
Real part: 353.8 S/cm
Imaginary part: -355.1 S/cm
Full Bruggeman phase: -45.101 deg
EFFECTS LEFT OUT OF THE IDEAL LAW
Phase shift for metal fraction +0.0005: 3.03 deg
Metal-fraction offset at crossover: 0.0067
Electron density, rough: 180 nm^-3
Relaxation time: 1.97 fs; omega*tau: 0.0124
Mean free path: 3.99 nm
Phase shift from relaxation: 0.35 deg
Phase shift, loss tangent 0.01: 0.29 deg
Barrier height, rough: 2.0 eV
Tunnel/displacement current: 4.86e-05
Gap where the two currents are equal: 0.32 nm
Grain charging energy: 16.0 meV; kT: 25.9 meV
Level spacing: 0.082 meV; photon energy: 4.14 meV
Skin depth in the grain metal: 159 nm
Field decay length in the composite: 4163 nm
Chosen drive field: 0.001 MV/cm
Gap field, grain/gap estimate: 0.010 MV/cm
RANDOM CUBIC BOND NETWORK, METAL BOND FRACTION 1/3
Network side: 9 bonds; samples: 16
Relative difference from Bruggeman at s=1: 0.0011
Example s, network |sigma|/sigma0: 0.0430
Standard error of that mean: 0.0026
Example s, Bruggeman |sigma|/sigma0: 0.00501
Example s, network phase: -0.47 deg
Network |sigma| ratio, s/100 to s: 1.000
Bruggeman |sigma| ratio, s/100 to s: 0.100
```
